# The static kink of a long Josephson line and its rest energy

**Q.** You say that a long Josephson junction can hold a localized twist of phase with a definite energy. Before any solution, I want to know what is being modelled.

**A.** Two equal superconducting films of thickness $d$ are separated by a tunnel barrier of thickness $t$. The line runs along $x$, its width $w$ lies along $y$, and $z$ points from the bottom film to the top one. The films obey the local London equation with penetration depth $\lambda_L$. The barrier carries the current density $J_c\sin\phi$ in the $+z$ direction, where $J_c$ is uniform and $\phi$ is the gauge-invariant phase difference. No bias current is fed in. The field lies along $y$ and is taken to vanish outside the films, so fringing at the strip edges is neglected for now.

I use SI units, the flux quantum $\Phi_0=h/2e$, and the shorthand $\kappa=\Phi_0/2\pi$.

**Q.** Why should a phase difference that varies along $x$ cost energy at all?

**A.** Because it requires currents in the films, and these carry magnetic and kinetic energy. Count the phase $\theta$ of each film with the sign that suits positive carriers. The London relation is then

$$\kappa\nabla\theta=\mathbf A+\mu_0\lambda_L^2\mathbf J .$$

Its curl, with $\nabla\times\mathbf B=\mu_0\mathbf J$, gives $B''=B/\lambda_L^2$ across a film, provided that variation along $x$ is slow on the scale $\lambda_L$. Let $\zeta$ be the depth in the top film measured from the barrier. With $B=B_0$ at the barrier and $B=0$ at the outer face,

$$B(\zeta)=B_0\frac{\sinh[(d-\zeta)/\lambda_L]}{\sinh(d/\lambda_L)} .$$

Since $J_x=-\mu_0^{-1}\partial_zB$, the current density at the top film's inner surface is

$$J_t=\frac{B_0}{\mu_0\lambda_L}\coth\frac{d}{\lambda_L},$$

and by mirror symmetry the bottom film has $J_b=-J_t$. Integrating $J_x$ over the top film gives its total current, $I=wB_0/\mu_0$.

Now define

$$\phi=\theta_t-\theta_b-\frac1\kappa\int_b^tA_z\,dz .$$

Differentiate along $x$ and insert the London relation at both inner surfaces:

$$\kappa\phi_x=\int_b^t(\partial_zA_x-\partial_xA_z)\,dz+\mu_0\lambda_L^2(J_t-J_b).$$

The bracket is $B_y$, which equals $B_0$ throughout the barrier. Therefore

$$\kappa\phi_x=B_0d_m,\qquad d_m=t+2\lambda_L\coth\frac{d}{\lambda_L}.$$

In terms of the current this reads $\kappa\phi_x=L'I$, with inductance per length $L'=\mu_0d_m/w$.

**Q.** You call $L'$ an inductance because it relates phase to current. Does it also give the right energy?

**A.** It does, if the kinetic energy of the pairs is included. The energy density in a film is $(B^2+\lambda_L^2B'^2)/2\mu_0$; the second term is the kinetic part $\mu_0\lambda_L^2J^2/2$. Using $B=\lambda_L^2B''$,

$$B^2+\lambda_L^2B'^2=\lambda_L^2(BB''+B'^2)=\lambda_L^2(BB')'.$$

The integral over one film is thus $-\lambda_L^2B_0B'(0)/2\mu_0=B_0^2\lambda_L\coth(d/\lambda_L)/2\mu_0$. Adding two films and the barrier, and multiplying by $w$, gives the energy per length

$$\frac{wd_mB_0^2}{2\mu_0}=\frac{L'I^2}{2}=\frac{\kappa^2\phi_x^2}{2L'} .$$

For thick films $d_m$ tends to $t+2\lambda_L$. For films much thinner than $\lambda_L$ it tends to $t+2\lambda_L^2/d$, and the kinetic part dominates the films' contribution.

**Q.** What about the barrier? A supercurrent dissipates nothing, so where is its energy?

**A.** It is stored while the phase is being changed. During the change there is a voltage $V=\kappa\phi_t$, taken as a drop in the direction of the current. The work done per length, starting from $\phi=0$, is

$$\int wJ_c\sin\phi\;\kappa\phi_t\,dt=\kappa J_cw(1-\cos\phi).$$

It depends on the final phase alone, so it is a potential energy. The static energy above the uniform state $\phi=0$ is

$$E=\int\left[\frac{\kappa^2}{2L'}\phi_x^2+\kappa J_cw(1-\cos\phi)\right]dx .$$

The ratio of the two coefficients sets a length:

$$\lambda_J^2=\frac{\kappa}{L'J_cw}=\frac{\Phi_0}{2\pi\mu_0J_cd_m}.$$

With $s=x/\lambda_J$ and a prime for $d/ds$,

$$E=\varepsilon\int\left[\tfrac12\phi'^2+1-\cos\phi\right]ds,\qquad \varepsilon=\kappa J_cw\lambda_J .$$

**Q.** Which equation must a static state satisfy? I would rather have it from current conservation than from a variational rule.

**A.** Both roads lead to it. Barrier current flows into the top film, so $I_x=wJ_c\sin\phi$. Inserting $I=\kappa\phi_x/L'$ gives $\lambda_J^2\phi_{xx}=\sin\phi$. From the energy, a small change $\delta\phi$ gives, after integration by parts,

$$\frac{\delta E}{\varepsilon}=[\phi'\delta\phi]+\int(-\phi''+\sin\phi)\,\delta\phi\,ds .$$

For fixed end phases the boundary term vanishes, and stationarity requires

$$\phi''=\sin\phi ,$$

the static sine-Gordon equation.

**Q.** The uniform solution $\phi=0$ also satisfies that. Find me the twisted one.

**A.** Take an infinite line with $\phi\to0$ on the left and $\phi\to2\pi$ on the right. Both ends are zero-energy states, yet the phase must pass through $\pi$ between them. Multiplying the equation by $\phi'$ gives $(\tfrac12\phi'^2)'=(-\cos\phi)'$, hence $\tfrac12\phi'^2+\cos\phi=C$. At the ends $\phi'=0$ and $\cos\phi=1$, so $C=1$ and

$$\tfrac12\phi'^2=1-\cos\phi=2\sin^2\frac\phi2 .$$

The slope cannot vanish while $0<\phi<2\pi$, so it keeps one sign, here positive:

$$\phi'=2\sin\frac\phi2 .$$

Put $u=\phi/4$. Then $d\phi=4\,du$ and $2\sin(\phi/2)=4\sin u\cos u$, so

$$ds=\frac{du}{\sin u\cos u}=d(\ln\tan u).$$

Integration gives $\tan(\phi/4)=e^{s-s_0}$, that is

$$\phi(x)=4\arctan\exp\frac{x-x_0}{\lambda_J}.$$

The constant $x_0$ is the kink's centre, and it is free because the line is uniform. With $x_0=0$ the slope is $\phi'=4e^s/(1+e^{2s})=2\,\mathrm{sech}\,s$.

**Q.** And the energy of this object?

**A.** The first integral says that the gradient and Josephson densities are equal at every point. The total density is therefore $\phi'^2$, and the integral can be taken over phase:

$$\frac{E_0}{\varepsilon}=\int\phi'^2ds=\int_0^{2\pi}2\sin\frac\phi2\,d\phi=\left[-4\cos\frac\phi2\right]_0^{2\pi}=8 .$$

Restoring the unit,

$$E_0=8\,\frac{\Phi_0}{2\pi}J_cw\lambda_J .$$

Four units are inductive and four are Josephson energy. Since $\lambda_J\propto(J_cd_m)^{-1/2}$, the energy varies as $w\sqrt{J_c/d_m}$. A larger critical current makes the kink costlier, but less than proportionally, because the kink also becomes shorter.

**Q.** A stationary state need not be a minimum. Could some other profile make the same twist more cheaply?

**A.** No. Complete the square, with an absolute value so that profiles which overshoot are covered too:

$$\tfrac12\phi'^2+2\sin^2\frac\phi2=\tfrac12\left(\phi'-2\left|\sin\frac\phi2\right|\right)^2+2\phi'\left|\sin\frac\phi2\right| .$$

The last term is the derivative of a function of $\phi$, so its integral depends on the end phases alone and equals 8. The square cannot be negative. Equality requires $\phi'=2|\sin(\phi/2)|$, which is the kink.

A straight ramp of reduced extent $\ell$ shows the margin. Its mean value of $1-\cos\phi$ is 1, so its energy is $2\pi^2/\ell+\ell$. This is least at $\ell=\pi\sqrt2$, where it equals $2\pi\sqrt2\approx8.886$, about 11 percent above the kink.

**Q.** You have assumed that nothing varies across the width. Must the strip then be narrower than $\lambda_J$?

**A.** Not for this static energy. Variation along $y$ adds a term $\tfrac12\lambda_J^2\phi_y^2$ to the energy density, which is not negative. Each strip of width $dy$ still obeys the bound just derived, so the $y$-independent kink remains the cheapest twist. This holds for uniform $J_c$, no bias and no fringing.

**Q.** Suppose I do apply a bias, spread evenly along the line. Does the kink stay put?

**A.** Not on an infinite line. With bias density $iJ_c$ and $0<i<1$, the equation becomes $\phi''=\sin\phi-i$. The flat end states are $\arcsin i$ and $\arcsin i+2\pi$. Multiply by $\phi'$ and integrate over the line. The left side gives zero, because the slope vanishes at both ends; the right side gives $-2\pi i$. The contradiction shows that no static kink exists there: the bias pushes it along. In a finite open line a weak bias can be balanced by the attraction of one end, discussed below, but that equilibrium is unstable. The rest energy derived here is therefore restricted to zero bias.

**Q.** Then why "rest energy"? That word belongs to something that can move and has a mass.

**A.** It does once the barrier's capacitance per area $C_a$ is included. The displacement current density $C_aV_t=C_a\kappa\phi_{tt}$ adds to the tunnel current. With $\omega_p^2=J_c/(\kappa C_a)$ and $\tau=\omega_pt$, current conservation becomes

$$\phi_{ss}-\phi_{\tau\tau}=\sin\phi ,$$

and the charging energy $\tfrac12C_awV^2$ adds $\tfrac12\phi_\tau^2$ to the reduced density. Let $f$ be the static kink and try $\phi=f(\eta)$, with $\eta=\gamma(s-v\tau)$. The left side is $\gamma^2(1-v^2)f''$, so the equation holds if $\gamma=1/\sqrt{1-v^2}$. Now use $1-\cos f=\tfrac12f'^2$, $ds=d\eta/\gamma$ and $\int f'^2d\eta=8$:

$$\frac E\varepsilon=\frac8\gamma\cdot\frac{\gamma^2(1+v^2)+1}{2}=8\gamma ,$$

because $1=\gamma^2(1-v^2)$. The speed $v$ is measured in units of $c_J=\lambda_J\omega_p$. At low speed the energy is $E_0(1+v^2/2)$, so the kink has mass $E_0/c_J^2$. At $v=0.6$ the formula gives $8\times1.25=10$, and a numerical integration of the moving profile gives 10.0000.

**Q.** Real junctions leak. Does a lossless model misstate the rest energy?

**A.** An ohmic leakage current is proportional to $V$, and a static kink has $V=0$. Such loss changes neither its profile nor its energy. It does drain a moving kink, for which the lossless assumption matters.

**Q.** No line is infinite. What do open ends do?

**A.** At an open end the film current vanishes, so $\phi'=0$. Put a kink in the middle of a line of reduced length $\ell=L/\lambda_J\gg1$, with each end at distance $h=\ell/2$. On the right the small deviation $\delta=2\pi-\phi$ obeys $\delta''=\delta$. The free tail is $4e^{-s}$, and adding its mirror image, $\delta=4e^{-s}+4e^{-(2h-s)}$, satisfies $\delta'(h)=0$. The end deviation is $8e^{-h}$.

Let $F(h)$ be the reduced energy of the half-line that starts at $\phi=\pi$. When $h$ changes, the profile also adjusts, but to first order this costs nothing: the equation holds inside, the start phase is fixed, and $\phi'$ vanishes at the end. What remains is the density at the end:

$$\frac{dF}{dh}=1-\cos\delta(h)\simeq\tfrac12\delta(h)^2=32e^{-2h}.$$

Since $F(\infty)=4$, this gives $F=4-16e^{-2h}$. The centred kink has $8-32e^{-\ell}$ to leading order. If the point $\phi=\pi$ is held a reduced distance $a$ off centre, the two halves add up to $8-32e^{-\ell}\cosh2a$. This falls as $|a|$ grows, so the ends attract the kink and the central position is an unstable equilibrium. For $\ell=8$, a numerical solution of the open line gives a deficit of 0.01078, against 0.01073 from $32e^{-8}$.

**Q.** Put numbers in. How heavy is this twist on a chip?

**A.** Take round parameters: $J_c=1.0$ kA/cm², $w=3.0$ µm, $L=200$ µm, $t=2$ nm, $d=200$ nm, $\lambda_L=90$ nm and $C_a=60$ fF/µm², all understood as values at 4.2 K. Then

$$d_m=2+2(90)\coth\frac{200}{90}=186.3\ \text{nm}.$$

With $J_c=10^7$ A/m² in SI units,

$$\lambda_J=\sqrt{\frac{\Phi_0}{2\pi\mu_0(10^7)(186.3\times10^{-9})}}=11.86\ \text{µm}.$$

The energy unit is $\varepsilon=0.7307$ eV, so

$$E_0=8\times0.7307=5.85\ \text{eV}\quad(0.937\ \text{aJ}).$$

The greatest film current follows from $\phi'=2$ at the centre:

$$I_{\max}=\frac{2\kappa}{L'\lambda_J}=2J_cw\lambda_J=0.711\ \text{mA}.$$

The field there is $\mu_0I_{\max}/w=0.298$ mT. The plasma frequency $\omega_p/2\pi$ is 113 GHz and $c_J=8.44\times10^6$ m/s. The mass $E_0/c_J^2$ is 0.0144 electron masses; it is the inertia of a moving field pattern, not of a particle being carried along.

**Q.** Your formula and your arithmetic share the same derivation. Is there evidence that does not use the kink solution?

**A.** Replace the line by 400 cells of 0.50 µm, each with its own inductance and junction. Clamp the end phases at $0$ and $2\pi$, start from a straight ramp and minimize the energy. The result is 5.8453 eV, against 5.8455 eV from the formula. The inductive share is 0.5000 and the peak current is 0.7113 mA, against 0.7114 mA.

The profile differs from the infinite-line kink by at most $8.7\times10^{-4}$ rad. That is the size expected from the clamps: at half the line length from its centre, the infinite kink is still $4e^{-16.87/2}\approx8.7\times10^{-4}$ rad away from the clamped value.

**Q.** Does the kink carry exactly one flux quantum, then?

**A.** It carries one fluxoid: $d_m\int B_0\,dx=\kappa\,2\pi=\Phi_0$. The magnetic flux is smaller. A loop drawn along the outer faces of the films encloses all the flux, but the fluxoid also includes the London term $\mu_0\lambda_L^2\mathbf J$ from the current still flowing at those faces. The field integrated through one film is

$$\int_0^dB\,d\zeta=B_0\lambda_L\frac{\cosh(d/\lambda_L)-1}{\sinh(d/\lambda_L)}=B_0\lambda_L\tanh\frac d{2\lambda_L}.$$

The flux is therefore $\Phi_0[t+2\lambda_L\tanh(d/2\lambda_L)]/d_m$, which is $0.788\,\Phi_0$ here when fringing is neglected. In a strip only 3 µm wide, fringing adds current at the outer faces and lowers the fraction to about 0.76 at the centre of the width and about 0.73 averaged across it. For thick films the current no longer reaches the outer faces, and the fraction tends to one.

**Q.** Is this a real device, or a convenient set of numbers?

**A.** The parameters are rough typical values for niobium tunnel-junction lines in liquid helium, and none is meant to be far from that regime. They do not describe a particular chip. Of the model's own approximations estimated here, fringing is the largest. For two thin strips with $d_m$ as their effective gap, a numerical field solution lowers $L'$ by a factor of 1.113. At fixed $J_c$ and $w$, $E_0\propto L'^{-1/2}$, so the energy rises by 5.5 percent. This estimate is rough and too high for these films, because most of $d_m$ lies inside metal that screens the field, while the open gap is only 2 nm. Read the 5.5 percent as an upper estimate: solving the London equations over the actual cross-sections of two equal films gives a factor of about 1.06, or a rise of about 3 percent. Films that extend beyond the junction would change the inductance further, by an amount not computed here. Uncertainty in $J_c$ can have an effect of similar size: a value 10 percent higher, with the other inputs fixed, raises $E_0$ by 4.9 percent.

**Q.** And the smaller effects: heat, quantum motion, the ends, the London approximation?

**A.** The open ends lower the energy of a centred kink by a fraction $4e^{-16.87}=1.9\times10^{-7}$. The thermal energy $k_BT$ is 0.362 meV, or $6.2\times10^{-5}$ of $E_0$, and the plasma quantum $\hbar\omega_p$ is 0.468 meV, or $8.0\times10^{-5}$ of $E_0$. These two ratios are scales for the fluctuations, not computed corrections. The assumption of slow variation along the films is governed by $(\lambda_L/\lambda_J)^2=5.8\times10^{-5}$.

**Q.** With $E_0$ some 16,000 times $k_BT$, may I store a bit as a kink and forget about it?

**A.** Not on that ground alone. The large ratio means that the thermal creation of kinks in an unbiased line is strongly suppressed. Deep inside the line they can appear only in pairs of opposite twist, which cost about $2E_0$ once well separated. But the large ratio does not hold an existing kink in place. In a uniform open line the energy is almost flat along $x$ and falls towards the ends, so a kink can drift out without first climbing a barrier. Storage needs something the uniform line lacks, such as a closed ring or a deliberate variation of $w$ or $J_c$. Because the energy grows with $w\sqrt{J_c}$ at fixed $d_m$, a gradual narrowing attracts the kink and a gradual widening repels it, provided that the change is slow over a length $\lambda_J$.

## Computed results

```
Critical current density: 1.0 kA/cm2
Junction width: 3.0 um
Line length: 200 um
Barrier thickness: 2 nm
Electrode thickness: 200 nm
London depth: 90 nm
Capacitance per area: 60 fF/um2
Temperature: 4.2 K
Magnetic thickness d_m: 186.3 nm
Inductance per length: 0.0780 pH/um
Josephson length: 11.86 um
Line length / Josephson length: 16.87
Energy unit (Phi0/2pi) Jc w lambda_J: 0.7307 eV
Kink rest energy, formula: 5.8455 eV
Kink rest energy, converted: 0.9365 aJ
Kink energy, minimized chain: 5.8453 eV
Chain cell length: 0.50 um
Inductive share of chain energy: 0.5000
Largest profile difference: 8.7e-04 rad
Best straight ramp, reduced energy: 8.8858
Peak electrode current, formula: 0.7114 mA
Peak electrode current, chain: 0.7113 mA
Peak magnetic field: 0.298 mT
Magnetic flux / Phi0: 0.788
Plasma frequency: 113.3 GHz
Limiting speed: 8.438e+06 m/s
Kink mass / electron mass: 0.0144
Moving kink at 0.6 of limit, reduced energy: 10.0000
Open line of 8 lambda_J, energy deficit: 0.01078 (reduced)
Same deficit from 32 exp(-8): 0.01073 (reduced)
Fringing: inductance divided by: 1.113
Fringing: change of rest energy: +5.5 %
Jc higher by 10 %: change of rest energy: +4.9 %
Open ends: relative energy decrease: 1.9e-07
Thermal energy kT: 0.362 meV
kT / rest energy: 6.2e-05
Plasma quantum: 0.468 meV
Plasma quantum / rest energy: 8.0e-05
Nonlocality scale (lambda_L/lambda_J)^2: 5.8e-05
```
